# Ghost interactions in the Hartree energy of a one-electron ensemble

## The argument under review

The submission wants the first $s$-type excitation energy of the hydrogen atom from ensemble density-functional theory. Its reasoning runs as follows.

> The ensemble has a density $n_w$, a cloud of charge $-1$. The classical repulsion of a charge cloud is its Hartree energy, so the classical term is $E_H[n_w]$. Exchange then removes the self-repulsion, as it does for a ground state. The derivative of the resulting energy with respect to the weight is the excitation energy.

The last sentence would be sound for the exact ensemble energy. My objection concerns the second sentence, and what happens when the third is carried out with an actual exchange expression. The question for the authors is: which electrons repel each other in $E_H[n_w]$?

## What the ensemble is

I use Hartree atomic units. The electron has spin up, and $\varphi_0,\varphi_1$ are real, orthonormal eigenfunctions of the one-electron Hamiltonian $h$, with energies $\varepsilon_0<\varepsilon_1$, the two lowest in the symmetry considered. The ensemble is

$$\Gamma_w=(1-w)|\varphi_0\rangle\langle\varphi_0|+w|\varphi_1\rangle\langle\varphi_1| .$$

With $n_i=\varphi_i^2$, its density and energy are

$$n_w=(1-w)n_0+wn_1,\qquad E(w)=(1-w)\varepsilon_0+w\varepsilon_1 .$$

The energy is linear in $w$, with slope $\Delta=\varepsilon_1-\varepsilon_0$. This is why a weight derivative can give an excitation energy.

The variational basis of the method restricts the weight. For orthonormal trial orbitals with energies $a_0,a_1$, write

$$(1-w)a_0+wa_1=(1-2w)a_0+w(a_0+a_1).$$

Here $a_0\ge\varepsilon_0$. Also $a_0+a_1=\sum_k p_k\varepsilon_k$, where $p_k$ is the summed squared overlap of eigenstate $k$ with the two trial orbitals. Since $0\le p_k\le1$ and $\sum_kp_k=2$, the sum is lowest when the two lowest states have $p_k=1$, so $a_0+a_1\ge\varepsilon_0+\varepsilon_1$. Both coefficients are non-negative if $0\le w\le\tfrac12$, and then $E(w)$ is a lower bound. The algebra below, at fixed orbitals, holds for $0\le w\le1$.

## The true repulsion

In second quantization the repulsion operator is

$$W=\tfrac12\sum_{ijkl}(ij|kl)\,a_i^\dagger a_k^\dagger a_l a_j,$$

where $(ij|kl)$ is the Coulomb integral of the products $\varphi_i\varphi_j$ and $\varphi_k\varphi_l$. Two annihilators acting on a one-electron state give zero. Hence $\mathrm{Tr}\,\Gamma_wW=0$ for every $w$. Being uncertain about which state the electron occupies does not supply a second electron.

The same holds for the universal functional. Let $F^w[n]$ be the infimum of $\mathrm{Tr}\,\Gamma(T+W)$ over one-electron ensembles with weights $1-w,w$ and density $n$, and let $T_s^w[n]$ be the infimum without $W$. As $W$ contributes nothing, the two are equal, and

$$E_{Hxc}^w[n]=F^w[n]-T_s^w[n]=0 .$$

This permits a limited defence of the submission. One may define the Hartree part of $E_{Hxc}^w$ as $E_H[n]$, provided the remainder is

$$E_{xc}^w[n]=-E_H[n].$$

At $w=0$ the argument is unchanged, so the ground-state functional obeys the same relation for one fully polarized electron. With this compensation no error arises. $E_H[n_w]$ is then a bookkeeping entry, cancelled in full, and not a physical repulsion. The submission instead adds an exchange term built from orbitals, and the cancellation must be checked.

## What the Hartree energy contains

Define

$$E_H[n]=\tfrac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad J_{ij}=\iint\frac{n_i(\mathbf r)n_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

The product of ensemble densities is

$$n_wn_w'=(1-w)^2n_0n_0'+w^2n_1n_1'+w(1-w)(n_0n_1'+n_1n_0'),$$

a prime marking the argument $\mathbf r'$. The two mixed terms give equal integrals, and their sum cancels the prefactor $\tfrac12$:

$$E_H[n_w]=\tfrac12(1-w)^2J_{00}+\tfrac12w^2J_{11}+w(1-w)J_{01}.\tag{1}$$

The answer to my question can be read off. The product $n_wn_w'$ describes two independent draws from the ensemble, one for each point. With probability $2w(1-w)$ the draws differ, and the electron in $\varphi_0$ is made to repel the electron in $\varphi_1$. These are alternatives for one electron and never coexist. That is the ghost interaction.

There is a second fault. The self-repulsions $\tfrac12J_{ii}$ carry squared weights, whereas an ensemble average carries the weights themselves. To see the combined effect, subtract (1) from the state average $(1-w)E_H[n_0]+wE_H[n_1]$. The coefficient of $\tfrac12J_{00}$ is $(1-w)-(1-w)^2=w(1-w)$, and that of $\tfrac12J_{11}$ is $w-w^2=w(1-w)$. Therefore

$$\sum_iw_iE_H[n_i]-E_H[n_w]=w(1-w)D,\tag{2}$$

$$D=\tfrac12J_{00}+\tfrac12J_{11}-J_{01}=E_H[n_0-n_1],$$

with $w_0=1-w$ and $w_1=w$.

The sign of $D$ follows from electrostatics. Let $v$ be the potential of $\delta n=n_0-n_1$, so $\nabla^2v=-4\pi\,\delta n$. Integration by parts gives

$$D=\tfrac12\int\delta n\,v\,d\mathbf r=-\frac1{8\pi}\int v\nabla^2v\,d\mathbf r=\frac1{8\pi}\int|\nabla v|^2d\mathbf r\ge0 .$$

The surface term vanishes at infinity because $\delta n$ is localized: $v$ falls at least as $1/r$ and $\nabla v$ at least as $1/r^2$, and faster still here since $\delta n$ is neutral. For spherical densities $|\nabla v|=|Q(r)|/r^2$, with $Q(r)$ the integral of $\delta n$ inside radius $r$, and so $D=\tfrac12\int_0^\infty Q^2/r^2\,dr$. The Hartree energy of the average density is thus never above the average Hartree energy.

## First repair: exchange from the ensemble density matrix

The submission says that exchange removes the self-repulsion. One reading is to insert the ensemble density matrix

$$\gamma_w(\mathbf r,\mathbf r')=(1-w)\varphi_0\varphi_0'+w\varphi_1\varphi_1'$$

into the same-spin exchange formula of a single determinant,

$$E_x[\gamma]=-\tfrac12\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Squaring $\gamma_w$ gives $(1-w)^2n_0n_0'+w^2n_1n_1'+2w(1-w)\varphi_0\varphi_1\varphi_0'\varphi_1'$. With

$$K_{01}=\iint\frac{\varphi_0\varphi_1\,\varphi_0'\varphi_1'}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

this yields

$$E_x[\gamma_w]=-\tfrac12(1-w)^2J_{00}-\tfrac12w^2J_{11}-w(1-w)K_{01}.$$

The self terms now cancel against (1), squared weights included, but the cross terms do not:

$$E_H[n_w]+E_x[\gamma_w]=w(1-w)G,\qquad G=J_{01}-K_{01}.\tag{3}$$

What is $G$? Consider the two-electron determinant $[\varphi_0(\mathbf r)\varphi_1(\mathbf r')-\varphi_1(\mathbf r)\varphi_0(\mathbf r')]/\sqrt2$. Its repulsion energy is

$$\tfrac12\iint\frac{[\varphi_0\varphi_1'-\varphi_1\varphi_0']^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=\tfrac12(J_{01}+J_{01}-2K_{01})=G .$$

The integrand is non-negative. It could vanish everywhere only if the orbitals were proportional, which orthonormality forbids, so $G>0$. The leftover energy is that of two electrons, one in each orbital, in a system that has one.

The factor $w(1-w)$ also has a definite origin. Suppose $\varphi_0$ is filled with probability $1-w$ and, independently, $\varphi_1$ with probability $w$. The four outcomes are:

- both empty: $w(1-w)$;
- $\varphi_0$ alone filled: $(1-w)^2$;
- $\varphi_1$ alone filled: $w^2$;
- both filled: $w(1-w)$.

The mean occupations are $(1-w)^2+w(1-w)=1-w$ and $w^2+w(1-w)=w$, so this state has the same density matrix $\gamma_w$ as $\Gamma_w$. Its repulsion comes from the last outcome alone and equals $w(1-w)G$, the right side of (3). The formula built on $\gamma_w$ therefore gives the energy of a state with a fluctuating electron number. The one-body density matrix cannot tell that state from $\Gamma_w$, whose repulsion is zero.

## Second repair: exchange averaged over the states

The other reading is to compute exchange state by state. For one electron in $\varphi_i$, $|\gamma_i|^2=n_in_i'$ and the exchange energy is $-\tfrac12J_{ii}=-E_H[n_i]$. Averaging it and using (2),

$$E_H[n_w]-\sum_iw_iE_H[n_i]=-w(1-w)D.\tag{4}$$

The error is now negative or zero. Exchange removes self-repulsion with linear weights, while the Hartree term had put it in with squared weights; the ghost $w(1-w)J_{01}$ makes up part of the difference, and all of it only when $n_0=n_1$.

Deleting the cross term from (1) by hand would not help here. The remainder would be $-\tfrac12w(1-w)(J_{00}+J_{11})$, which is more negative than (4) by $w(1-w)J_{01}$. The squared weights must be corrected as well.

Both errors vanish at $w=0$ and $w=1$, where the ensemble is a pure state. Between these ends $G$ and $D$ are independent quantities. Two limiting cases show it. Take one electron shared by two equivalent, distant centres, with orbitals $a$ and $b$ whose product $ab$ is neglected, and $\varphi_{0,1}=(a\pm b)/\sqrt2$. Then $n_0=n_1=\tfrac12(a^2+b^2)$, so $D=0$. With $\varphi_0\varphi_1=\tfrac12(a^2-b^2)$ and $J_{aa}=J_{bb}$,

$$J_{01}=\tfrac12(J_{aa}+J_{ab}),\qquad K_{01}=\tfrac12(J_{aa}-J_{ab}),\qquad G=J_{ab}.$$

At large separation $R$ this is $1/R$ to leading order: the repulsion between an electron on one centre and its ghost on the other. With the product $ab$ neglected, the second repair is free of error, while the first leaves $w(1-w)J_{ab}$, which dies off only as $1/R$. If instead the centres are inequivalent and the two states are localized, $\varphi_0=a$ and $\varphi_1=b$, then $K_{01}$ is neglected with $ab$. Again $G=J_{ab}$, but now $D=\tfrac12(J_{aa}+J_{bb})-J_{ab}$, which stays finite as $R$ grows while $G$ dies off.

## Consequence for the excitation energy

Call the energy with the first repair $E_A$ and that with the second $E_B$. Evaluated with the exact orbitals,

$$E_A(w)=E(w)+w(1-w)G,\qquad E_B(w)=E(w)-w(1-w)D .$$

Since $\frac{d}{dw}(w-w^2)=1-2w$, the slopes are

$$\frac{dE_A}{dw}=\Delta+(1-2w)G,\qquad\frac{dE_B}{dw}=\Delta-(1-2w)D.\tag{5}$$

The straight line has become a parabola, and the "excitation energy" depends on the weight at which it is read. These are slopes at frozen orbitals. Minimizing $E_A$ or $E_B$ would in general change the orbitals, and (5) makes no claim about that calculation.

## The hydrogen atom

The authors' own system provides the numbers. I take a fixed point nucleus, no relativity, and the exact $1s$ and $2s$ states. Restricting to $s$ symmetry sets aside the $2p$ states, which are degenerate with $2s$. The radial functions $P=rR$, with $R$ the usual radial part of the orbital, are

$$P_0=2re^{-r},\qquad P_1=\tfrac1{\sqrt2}\,r\left(1-\tfrac r2\right)e^{-r/2}.$$

For spherical charges the angular average of $1/|\mathbf r-\mathbf r'|$ is $1/\max(r,r')$. Splitting the double integral at $r'=r$ gives, for radial charge densities $p$ and $s$,

$$\iint\frac{p(r)s(r')}{\max(r,r')}\,dr\,dr'=\int_0^\infty\frac{p(r)S(r)+s(r)\mathcal P(r)}r\,dr,$$

where $S$ and $\mathcal P$ are the charges of $s$ and $p$ inside $r$. The enclosed charges of $P_0^2$, $P_1^2$ and $P_0P_1$ are

$$S_0=1-e^{-2r}(1+2r+2r^2),$$
$$S_1=1-e^{-r}\left(1+r+\tfrac{r^2}2+\tfrac{r^4}8\right),\qquad S_{01}=\tfrac{\sqrt2}3r^3e^{-3r/2},$$

as differentiation confirms; each vanishes at $r=0$. The integrals then follow from $\int_0^\infty r^ke^{-cr}dr=k!/c^{k+1}$:

$$J_{00}=8\int_0^\infty re^{-2r}S_0\,dr=8\left(\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac3{64}\right)=\tfrac58,$$

$$J_{11}=\int_0^\infty\left(r-r^2+\tfrac{r^3}4\right)e^{-r}S_1\,dr=\tfrac12-\tfrac{179}{512}=\tfrac{77}{512},$$

$$K_{01}=\tfrac43\int_0^\infty\left(r^4-\tfrac{r^5}2\right)e^{-3r}dr=\tfrac43\left(\tfrac{72}{729}-\tfrac{60}{729}\right)=\tfrac{16}{729}.$$

In $J_{11}$ the subtracted number is the integral of $e^{-2r}$ times the product of the two polynomials, $r-\frac{r^3}4-\frac{r^4}4+\frac{r^5}4-\frac{r^6}8+\frac{r^7}{32}$. For $J_{01}$ the two parts differ:

$$\int_0^\infty\frac{P_0^2S_1}r\,dr=1-4\left(\tfrac19+\tfrac2{27}+\tfrac1{27}+\tfrac{15}{729}\right)=\tfrac{21}{729},$$

$$\int_0^\infty\frac{P_1^2S_0}r\,dr=\tfrac14-\tfrac12\int_0^\infty e^{-3r}\left(r+r^2+\tfrac{r^3}4-\tfrac{3r^4}2+\tfrac{r^5}2\right)dr=\tfrac{132}{729}.$$

Their sum is $J_{01}=153/729=17/81$. Hence

$$G=\tfrac{153-16}{729}=\tfrac{137}{729}=0.1879,\qquad D=\tfrac12(0.6250+0.1504)-0.2099=0.1778 .$$

In view of the two-centre case, I attach no general meaning to the closeness of these two values.

At $w=0.25$ the weights in (1) are $\tfrac12(0.75)^2$, $\tfrac12(0.25)^2$ and $0.75\times0.25=0.1875$, and in hartree

$$E_H[n_w]=0.175781+0.004700+0.039352=0.219833 .$$

The true repulsion is zero, so all of this has to be cancelled. The two exchange expressions leave

$$A:\;0.219833-0.184596=+0.035237,$$
$$B:\;0.219833-0.253174=-0.033341 .$$

The first agrees with $0.1875\,G$ and the second with $-0.1875\,D$.

The true excitation energy is $\Delta=-0.125+0.5=0.375$ hartree, or 10.20 eV. The table gives the slopes and the energy errors relative to the exact ensemble energy, all in hartree.

| $w$ | slope $A$ | slope $B$ | error $A$ | error $B$ |
|---|---|---|---|---|
| 0 | 0.5629 | 0.1972 | 0 | 0 |
| 0.25 | 0.4690 | 0.2861 | 0.0352 | −0.0333 |
| 0.50 | 0.3750 | 0.3750 | 0.0470 | −0.0445 |

At $w=0$ the ensemble energy is correct, yet the apparent excitation energies are 15.32 eV for $A$ and 5.37 eV for $B$. Relative to $\Delta$ they are wrong by $G/\Delta=+50\%$ and $-D/\Delta=-47\%$. A correct ground-state energy is therefore no evidence that the weight dependence is right.

At $w=\tfrac12$ both slopes are correct, because the factor $1-2w$ vanishes there. This does not rescue the method: the energy errors are then largest, 1.28 eV and −1.21 eV. An excitation energy taken from the energy difference between $w=0$ and $w=\tfrac12$ inherits them. For $A$ it is

$$\frac{(-0.3125+0.0470)-(-0.5000)}{0.5}=0.469\ \text{hartree}$$

instead of 0.375.

The numerical check checks (1), (3) and (4) by direct quadrature of the ensemble density and density matrix. It checks the double-occupation argument with explicit operators in the Fock space of the two orbitals.

## What should replace the claim

The interaction must be averaged over the states, with both points of the pair taken from the same state:

$$E_{Hx}^w=\sum_iw_i\langle\Phi_i|W|\Phi_i\rangle,\tag{6}$$

where $\Phi_i$ are the states of the non-interacting Kohn–Sham ensemble. For one electron every term is zero. When each $\Phi_i$ is a single determinant, (6) is the weighted sum of that state's own Hartree and exchange energies. Averaging exchange alone, while the Hartree term keeps the averaged density, leaves the difference $E_H[n_w]-\sum_iw_iE_H[n_i]$; for two states this is (4) again, since the algebra of (2) holds for any pair of densities.

For more than one electron, (6) is in general not zero and correlation has still to be added. The $\Phi_i$ may also change with $w$ through the Kohn–Sham potential, so (6) need not be linear in $w$. What it excludes is repulsion between different members of the ensemble.

I recommend that the authors withdraw the statement that $E_H[n_w]$ is the classical repulsion of the ensemble. They may keep it as a defined term if their exchange-correlation functional supplies the matching $-E_H[n_w]$ for one electron. Otherwise they should use (6). In either case the one-electron ensemble is a sharp check: the sum of Hartree, exchange and correlation must vanish at every weight, and not merely at $w=0$.

## Values computed for the example and the checks

```
Hydrogen 1s/2s, one spin-up electron; energies in hartree
1s energy = -0.500000
2s energy = -0.125000
true excitation energy = 0.375000
J00 = 5/8 = 0.625000
J11 = 77/512 = 0.150391
J01 = 17/81 = 0.209877
K01 = 16/729 = 0.021948
G = J01-K01 = 137/729 = 0.187929
determinant repulsion by quadrature = 0.187929
D = Hartree[n0-n1] = 0.177819
D from field energy = 0.177819
Pieces at w = 0.25
  1s self term, (1-w)^2 J00/2 = 0.175781
  2s self term, w^2 J11/2 = 0.004700
  cross term, w(1-w) J01 = 0.039352
  Hartree[n_w] by quadrature = 0.219833
  state-averaged Hartree = 0.253174
  exchange from gamma_w = -0.184596
  state-averaged exchange = -0.253174
  true ensemble repulsion = 0.000000
  double-occupation probability = 0.1875
  repulsion, independent occupations = 0.035237
A: Hartree[n_w] + exchange from gamma_w
B: Hartree[n_w] + state-averaged exchange
w = 0.00: exact ensemble energy = -0.500000
  energy error: A = 0.000000, B = 0.000000
  slope dE/dw: A = 0.562929, B = 0.197181
w = 0.25: exact ensemble energy = -0.406250
  energy error: A = 0.035237, B = -0.033341
  slope dE/dw: A = 0.468964, B = 0.286091
w = 0.50: exact ensemble energy = -0.312500
  energy error: A = 0.046982, B = -0.044455
  slope dE/dw: A = 0.375000, B = 0.375000
Main results in eV
  true excitation energy = 10.204
  slope at w=0, A = 15.318
  slope at w=0, B = 5.366
  energy error at w=0.5, A = 1.278
  energy error at w=0.5, B = -1.210
```
